# Logarithmic splitting of a ferroelectric wall near polar–nonpolar coexistence, part 1

(Sections cited here and not found follow in the second part.)

## The split wall and its width

In a model ferroelectric whose nonpolar state lies 0.80 J/cm³ above its polar states, a 180-degree wall contains a nonpolar layer 2.63 nm wide. When the energy difference is made ten times smaller, 0.08 J/cm³, the layer is not ten times wider: it measures 3.80 nm. The wall energy meanwhile falls from 42.4 to 40.3 mJ/m², close to twice the 20.0 mJ/m² of a single boundary between polar and nonpolar material. Both facts follow from one property of the energy landscape, a nonpolar minimum that is nearly as deep as the polar ones.

**The model.** Let the wall normal be $x$, and let the polarization $P(x)$ point along an axis in the plane of the wall. Since $P$ varies only across its own direction, its divergence vanishes and the wall carries no bound charge. There is no applied field. The energy per wall area is

$$
F=\int\left[\frac g2\left(\frac{dP}{dx}\right)^2+f(P)\right]dx,\qquad
f=\frac a2P^2-\frac b4P^4+\frac c6P^6, \tag{1}
$$

with $g>0$ and $c>0$. This is a mean-field continuum description: thermal motion of the wall, lattice planes and elastic strain are absent until the second half. The two domains have $P=\pm P_0$, where $f$ has its polar minima. The quantity that measures the distance from phase coexistence is

$$
\Delta=f(0)-f(P_0), \tag{2}
$$

which is positive when the polar states are the stable ones.

**Factoring the energy.** The wall depends on the energy measured from the domains, $W(P)=f(P)-f(P_0)$. Put $s=P^2$ and $s_0=P_0^2$. Then $W$ is a cubic polynomial in $s$ with leading coefficient $c/6$. It vanishes at $s_0$ by definition. Its derivative also vanishes there, because $dW/ds=f'(P)/(2P)$ and $f'(P_0)=0$. A cubic with a double root at $s_0$ has one more linear factor, so

$$
W=\frac c6(s-s_0)^2(s+q). \tag{3}
$$

At $s=0$ this must equal $\Delta$, hence $\Delta=cs_0^2q/6$. It is convenient to define

$$
W_0=\frac{cP_0^6}{6},\qquad r=\frac{\Delta}{W_0}, \tag{4}
$$

so that $q=rP_0^2$. With the reduced polarization $p=P/P_0$, equation (3) becomes

$$
W=W_0(1-p^2)^2(p^2+r). \tag{5}
$$

The relation to the original coefficients comes from multiplying out the factors in (3):

$$
(s^2-2s_0s+s_0^2)(s+rs_0)=s^3+(r-2)s_0s^2+(1-2r)s_0^2s+rs_0^3 .
$$

Comparison with $as/2-bs^2/4+cs^3/6$ gives

$$
a=\frac{cP_0^4}{3}(1-2r),\qquad b=\frac{2cP_0^2}{3}(2-r). \tag{6}
$$

For $r>0$, equation (5) is positive everywhere except at $p=\pm1$, so the polar states are the lowest ones. The curvature of $f$ at $P=0$ is $a$. The nonpolar state is therefore a local minimum, that is, metastable, when $0<r<1/2$. Coexistence is $r=0$. In what follows $P_0$ and $c$ are held fixed while $r$ changes, which means that $a$ and $b$ change together according to (6).

**The first integral.** A stationary profile obeys the Euler–Lagrange equation of (1),

$$
g\frac{d^2P}{dx^2}=f'(P). \tag{7}
$$

Multiplication by $dP/dx$ turns both sides into total derivatives, so $\tfrac g2(dP/dx)^2-f(P)$ is constant. Deep in a domain the slope is zero and $f=f(P_0)$. The constant is thus $-f(P_0)$, and

$$
\frac g2\left(\frac{dP}{dx}\right)^2=W(P). \tag{8}
$$

Insert (5), divide by $W_0$, and take the positive root for a wall that runs from $-P_0$ on the left to $+P_0$ on the right:

$$
\xi_0\frac{dp}{dx}=(1-p^2)\sqrt{p^2+r},\qquad
\xi_0^2=\frac{gP_0^2}{2W_0}=\frac{3g}{cP_0^4}. \tag{9}
$$

The length $\xi_0$ has a direct meaning. At coexistence (6) gives $a=cP_0^4/3$, so $\xi_0=\sqrt{g/a}$. This is the distance over which a small polarization decays inside the nonpolar phase, since (7) reads $gP''=aP$ there.

**No bound wall at coexistence.** Set $r=0$ in (9) and consider positive $p$. Then $\xi_0\,dp/dx=p(1-p^2)$, and multiplication by $2p$ gives, for $p^2$,

$$
\frac{d(p^2)}{dx}=\frac{2}{\xi_0}\,p^2(1-p^2),\qquad
\frac{p^2}{1-p^2}=C\,e^{2x/\xi_0}, \tag{10}
$$

with a constant $C>0$ that sets the position. This profile joins the nonpolar phase at $x\to-\infty$ to the polar phase at $x\to+\infty$. It never reaches $p=0$ at finite $x$, and so cannot continue to the opposite domain. At $\Delta=0$ there is a boundary between polar and nonpolar material, but no stationary wall of finite width between the two polar domains. The wall must come apart as $\Delta\to0^+$, and the remaining question is how fast.

**The profile for positive $\Delta$.** For $r>0$ the slope at $p=0$ is $\sqrt r/\xi_0$, which is small but not zero. Place the origin at $p=0$ and integrate (9) with the substitution

$$
u=\frac{p}{\sqrt{p^2+r}},\qquad du=\frac{r\,dp}{(p^2+r)^{3/2}} .
$$

Solving for $p^2$ gives $p^2=ru^2/(1-u^2)$, and therefore $p^2+r=r/(1-u^2)$. The two pieces needed are

$$
\frac{dp}{\sqrt{p^2+r}}=\frac{p^2+r}{r}\,du=\frac{du}{1-u^2},\qquad
1-p^2=\frac{1-(1+r)u^2}{1-u^2}.
$$

Their quotient is free of the factor $1-u^2$, and (9) becomes

$$
\frac{dx}{\xi_0}=\frac{du}{1-(1+r)u^2}. \tag{11}
$$

With $v=\sqrt{1+r}\,u$ the right side is $dv/[(1-v^2)\sqrt{1+r}]$, whose integral is an inverse hyperbolic tangent. Hence

$$
u=\frac{\tanh(x/\xi)}{\sqrt{1+r}},\qquad \xi=\frac{\xi_0}{\sqrt{1+r}}. \tag{12}
$$

To return to $p=\sqrt r\,u/\sqrt{1-u^2}$, write $y=x/\xi$ and multiply numerator and denominator by $\sqrt{1+r}\cosh y$:

$$
p=\frac{\sqrt r\,\sinh y}{\sqrt{(1+r)\cosh^2y-\sinh^2y}}
=\frac{\sqrt r\,\sinh y}{\sqrt{1+r+r\sinh^2y}} .
$$

The last form uses $\cosh^2y=1+\sinh^2y$. Division by $\sqrt r$ gives the wall profile

$$
P(x)=P_0\,\frac{\sinh(x/\xi)}{\sqrt{\sinh^2(x/\xi)+1+1/r}}. \tag{13}
$$

When $r$ is small, the constant $1/r$ dominates the root near the centre. There $p\approx\sqrt r\sinh(x/\xi_0)$, which stays small until the hyperbolic sine has grown to the order of $1/\sqrt r$. Since the growth is exponential, the distance needed is logarithmic in $r$.

**When the wall is split.** A width needs a definition. A boundary is most naturally placed where the polarization changes fastest, and the layer width $L$ is then the distance between the two steepest points. By (8) the slope is greatest where $W$ is greatest. With $s=p^2$ from here on,

$$
\frac{d}{ds}\left[(1-s)^2(s+r)\right]=(1-s)\left[(1-s)-2(s+r)\right]=(1-s)(1-2r-3s). \tag{14}
$$

Inside the wall $0\le s<1$, so the sign is that of $1-2r-3s$. For $r<1/2$ the slope rises from the centre up to

$$
s_*=p_*^2=\frac{1-2r}{3} \tag{15}
$$

and falls beyond it. It has two equal maxima, at $p=\pm p_*$, and a minimum between them. For $r\ge1/2$ expression (14) is negative for every $s>0$, and the slope has one maximum at the centre. In this model, then, the wall is split exactly when the nonpolar state is metastable.

This criterion was tested on numerical solutions of (7), which used the coefficients $a,b,c$ and not the profile (13). The slope had its maximum at the centre for $r=0.6$ and away from the centre for $r=0.4$.

**The width.** Let $S=\sinh^2(x_*/\xi)$ at the steepest point. From (13), $s_*=S/(S+1+1/r)$, so

$$
S=\frac{1+r}{r}\,\frac{s_*}{1-s_*}
=\frac{1+r}{r}\,\frac{1-2r}{2(1+r)}=\frac{1-2r}{2r}, \tag{16}
$$

where $1-s_*=2(1+r)/3$ was used. The identity $\cosh2y=1+2\sinh^2y$ gives

$$
\cosh\frac{2x_*}{\xi}=1+\frac{1-2r}{r}=\frac1r-1 .
$$

The width is $L=2x_*$, and therefore

$$
L=\xi\,\operatorname{arcosh}\!\left(\frac1r-1\right),\qquad 0<r<\tfrac12. \tag{17}
$$

At $r=1/2$ the argument is 1 and $L=0$: the two steepest points merge, in agreement with the criterion above.

For small $r$ use $\operatorname{arcosh}z=\ln(z+\sqrt{z^2-1})=\ln(2z)+O(z^{-2})$ with $z=(1-r)/r$. This gives $\ln(2/r)+\ln(1-r)=\ln(2/r)-r$ up to terms of order $r^2$. The prefactor is $\xi=\xi_0(1-r/2+\dots)$. Together,

$$
L=\xi_0\left[\ln\frac2r-\frac r2\ln\frac2r-r+O\!\left(r^2\ln\frac1r\right)\right], \tag{18}
$$

and the leading term is the logarithmic law

$$
L\simeq\xi_0\ln\frac{2W_0}{\Delta}\qquad(\Delta\to0^+). \tag{19}
$$

Each tenfold reduction of $\Delta$ adds the same length, $\xi_0\ln10$.

**Numbers.** The example takes

$$
P_0=25\ \mu\mathrm{C/cm^2},\qquad W_0=80\ \mathrm{J/cm^3},\qquad
g=0.064\ \frac{(\mathrm{MV/cm})\,\mathrm{nm^2}}{\mu\mathrm{C/cm^2}} .
$$

In these units 1 MV/cm times 1 µC/cm² equals 1 J/cm³, so (9) needs no conversion factor:

$$
\xi_0^2=\frac{0.064\times25^2}{2\times80}\ \mathrm{nm^2}=0.25\ \mathrm{nm^2},\qquad \xi_0=0.50\ \mathrm{nm}.
$$

For $\Delta=0.80$ J/cm³ one has $r=0.01$ and $\xi=0.50/\sqrt{1.01}=0.4975$ nm. Equation (17) then gives $L=0.4975\times\operatorname{arcosh}(99)=2.63$ nm. The three cases are:

| $\Delta$ (J/cm³) | $r$ | $L$ from (17) (nm) | $L$ from (19) (nm) |
|---|---|---|---|
| 8.0 | 0.1 | 1.38 | 1.50 |
| 0.80 | 0.01 | 2.63 | 2.65 |
| 0.08 | 0.001 | 3.80 | 3.80 |

The widths read from the numerical solutions of (7) agree with (17) within 0.001 nm in all three cases. The logarithmic law is 9% too large at $r=0.1$, relative to (17), and less than 1% too large at $r=0.01$.

From the second case to the third the layer gains 1.167 nm, whereas $\xi_0\ln10=1.151$ nm. The correction terms in (18) account for the difference. They lower $L$ by $0.50\times(0.005\times5.30+0.01)=0.018$ nm at $r=0.01$, and by 0.002 nm at $r=0.001$. The gain must therefore exceed the pure logarithm by 0.016 nm, as it does.

The word "nonpolar" also needs its size. The polarization is zero at the central plane and grows to $p_*\approx1/\sqrt3$ at the two boundaries, by (15). The slope at the centre, relative to the greatest slope, follows from (5) and (8). At $s_*$ the product $(1-s)^2(s+r)$ equals $4(1+r)^3/27$, and at the centre it equals $r$, so the ratio of slopes is

$$
\sqrt{\frac{27\,r}{4(1+r)^3}} . \tag{20}
$$

This is 0.71 at $r=0.1$, 0.26 at $r=0.01$ and 0.08 at $r=0.001$. In the first case the wall is split by the criterion but has hardly a plateau; in the last there is a distinct layer with little polarization.

## The cause of the logarithm and its limits

The symbols carried over are these. The domains have polarization $\pm P_0$, and $p=P/P_0$. The nonpolar state lies $\Delta$ above them, $W_0=cP_0^6/6$ is the energy scale, and $r=\Delta/W_0$. The energy measured from the domains is $W=W_0(1-p^2)^2(p^2+r)$, and the first integral is $\tfrac g2(dP/dx)^2=W$. The layer width is $L\simeq\xi_0\ln(2W_0/\Delta)$ with $\xi_0^2=gP_0^2/(2W_0)$. The example has $\xi_0=0.50$ nm and $W_0=80$ J/cm³.

**Other energy functions.** The logarithm does not depend on the sixth-order polynomial. Let $f$ be any smooth even function with polar minima $\pm P_0$ and a nonpolar minimum of curvature $a>0$, and with no further state of equally low energy between them. Let $W_c$ be the form of $W$ at coexistence, and let $W$ tend to it smoothly as $\Delta\to0$. Choose a fixed polarization $P_m$ between 0 and $P_0$. By the first integral, the distance between the points $P=-P_m$ and $P=P_m$ is

$$
L=2\int_0^{P_m}\sqrt{\frac{g}{2W}}\,dP
=2\lambda\int_0^{P_m}\sqrt{\frac{a}{2W}}\,dP,\qquad \lambda=\sqrt{\frac ga}. \tag{21}
$$

Near $P=0$, $W\approx\Delta+aP^2/2$, so the integrand is close to $(P^2+2\Delta/a)^{-1/2}$. Add and subtract this function. Its own integral is elementary:

$$
\int_0^{P_m}\frac{dP}{\sqrt{P^2+2\Delta/a}}
=\operatorname{arsinh}\!\left(P_m\sqrt{\frac{a}{2\Delta}}\right)
\to\frac12\ln\frac{2aP_m^2}{\Delta}, \tag{22}
$$

because $\operatorname{arsinh}z\to\ln(2z)$ for large $z$. The remainder stays finite. Since $f$ is even, $W$ departs from $\Delta+aP^2/2$ by a relative amount of order $P^2+\Delta$, and the difference of the two integrands is therefore bounded. Its integral tends to the value at coexistence,

$$
J=\int_0^{P_m}\left[\sqrt{\frac{a}{2W_c}}-\frac1P\right]dP .
$$

The general law is

$$
L=\lambda\left[\ln\frac{2aP_m^2}{\Delta}+2J\right]\qquad(\Delta\to0^+). \tag{23}
$$

The factor before the logarithm is the correlation length of the nonpolar phase. The stiffness of the polar phase enters through the constant $J$ alone.

For the polynomial, $a=2W_0/P_0^2$ at coexistence and $P_m^2=P_0^2/3$. The logarithm is then $\ln[4/(3r)]$. The integrand of $J$ is $1/[p(1-p^2)]-1/p=p/(1-p^2)$, so $2J=-\ln(1-\tfrac13)=\ln\tfrac32$. The sum is $\ln(2/r)$, as in (19).

A second potential tests (23) where it could fail. Take $W=W_0(1-p^2)^2\left[p^2(1+3p^2)+r\right]$. Its nonpolar curvature at coexistence is the same as before, but its polar stiffness is four times larger. For $r=10^{-6}$ and $P_m=P_0/2$, direct integration of (21) gives $L=13.76227\,\lambda$, and (23) gives $13.76225\,\lambda$.

The condition $a>0$ matters. If the nonpolar minimum were quartic, $W\approx\Delta+kP^4$, the substitution $P=\Delta^{1/4}t$ in (21) would give $L\propto\Delta^{-1/4}$, a power and not a logarithm.

The width of the nonpolar layer grows only logarithmically as $\Delta\to0^+$, and for any smooth even energy with a nonpolar minimum of positive curvature the factor before the logarithm is the correlation length of the nonpolar phase. What remains is to read this width as a balance of pressures, to find the wall energy, and to see how strain, thermal ripples, lattice planes and the conditions in a real oxide film limit the result.

Numbers in the example were calculated in double precision.
